Equal beam-gauge pressures do not mean equal atomic fluxes

Suppose a grower sets two molecular beams to the same reading on an ionisation gauge and takes the surface to be receiving equal numbers of the two kinds of atom. The supply ratio can then be wrong by a factor of several, although both readings are steady and reproducible. The gauge responds to how many molecules are inside it at a given moment and how easily they are ionised. Growth depends on how many atoms arrive per unit area and time.

**A counter-example**

An open gauge is placed where the substrate will later stand, facing the sources. Its scale was calibrated in static nitrogen at Tg = 300 K. Three beams are measured one at a time, each with the background reading subtracted, and each reads P = 5.0 × 10⁻⁷ Torr.

The first beam is indium vapour, of atomic mass 114.818 u, from a cell at 1100 K. The second is a model light group-V dimer Y2, of molecular mass 60 u, from a cracker at 1200 K. The third is a model heavy group-V tetramer X4, of mass 300 u, from a source at 600 K. Let η be the ion current a species gives relative to nitrogen at equal molecular density. Rough typical values are 2.0 for In, 1.5 for Y2 and 4.0 for X4; molecules with more electrons tend to have the larger values.

If the gas in the gauge were nitrogen at Tg, the reading would mean a density

P/(k Tg) = 1.609 × 10¹⁰ cm⁻³.

A beam species gives η times as much current per molecule, so its density n is smaller than this by the factor η:

In: n = 1.609 × 10¹⁰ / 2.0 = 8.05 × 10⁹ cm⁻³
Y2: n = 1.609 × 10¹⁰ / 1.5 = 1.07 × 10¹⁰ cm⁻³
X4: n = 1.609 × 10¹⁰ / 4.0 = 4.02 × 10⁹ cm⁻³

The molecular flux is J = n v̄, where v̄ = √(8kT/(πm)), T is the source temperature and m the mass of the whole molecule. This relation is proved below. The speeds are 450, 651 and 206 m/s, or 4.50 × 10⁴, 6.51 × 10⁴ and 2.06 × 10⁴ cm/s. Multiplying by the densities gives

In: J = 3.62 × 10¹⁴ cm⁻² s⁻¹
Y2: J = 6.98 × 10¹⁴ cm⁻² s⁻¹
X4: J = 8.28 × 10¹³ cm⁻² s⁻¹

Each molecule brings ν atoms, with ν = 1, 2 and 4. The atomic fluxes F = νJ are therefore

In: F = 3.6 × 10¹⁴ cm⁻² s⁻¹
Y2: F = 1.40 × 10¹⁵ cm⁻² s⁻¹
X4: F = 3.3 × 10¹⁴ cm⁻² s⁻¹

At equal readings, the Y2 beam delivers about 3.9 times as many atoms as the indium beam. To match the indium flux it should read only 1.3 × 10⁻⁷ Torr. This refutes the rule.

The X4 beam delivers 0.91 times the indium flux, which seems to support the rule. The separate factors show why it does not:

Y2/In: 1.445 (speed) × 1.333 (sensitivity) × 2 (atoms) = 3.85
X4/In: 0.457 (speed) × 0.500 (sensitivity) × 4 (atoms) = 0.91

For X4 the slow speed and high sensitivity together reduce the flux more than fourfold, and the four atoms per molecule nearly restore it. No principle makes the product equal to one. The molecular fluxes of X4 and In still differ by more than a factor of four.

**The correct statement**

Let a collisionless thermal beam of a single species cross an open gauge once. Let the source fill a small angle as seen from the gauge, let ionisation be weak, and let no molecules return from nearby surfaces. Then the arriving atomic flux is

F = ν P v̄ / (η k Tg), with v̄ = √(8kT/(πm)).

Dividing this expression for beam a by that for beam b cancels k Tg and the constant 8k/π, and leaves

Fa/Fb = (Pa/Pb) (ηb/ηa) (νa/νb) √(Ta mb/(Tb ma)).

The two temperatures have different roles. Tg belongs to the calibration and converts the scale from pressure to density. T belongs to the source and sets the beam speed.

**Proof: from reading to density**

The gauge sends electrons through a sensitive volume of cross-section A and length L. Let Φ be the electron flux and σ the effective ionisation cross-section of nitrogen, including the efficiency of ion collection. An electron of 150 eV moves at 7.3 × 10⁶ m/s, thousands of times the mean speeds of the molecules here. The rate at which one molecule is ionised is therefore σΦ, practically independent of the molecule's own speed.

During calibration the volume holds nAL nitrogen molecules, and the ideal-gas law gives n = P/(k Tg). The number of ions per second is

R = σ Φ A L P/(k Tg).

The scale is fixed by solving this for P:

P = R k Tg/(σ Φ A L).

A beam species of density n has the ionisation rate ησΦ per molecule, so it produces

R = η σ Φ A L n.

Substituting this into the scale cancels σΦAL and gives

P = η n k Tg.

The displayed pressure is thus a weighted density. It is not the force per unit area exerted by the beam.

**Proof: from density to flux**

Consider the molecules as they cross the gauge. One with speed v stays for a time L/v. With K = ησΦ, it is ionised with probability

1 − exp(−KL/v) ≈ KL/v,

where the approximation requires KL/v ≪ 1. Slow molecules are counted more heavily because they stay longer. Since JA molecules enter per second,

R = J A K L ⟨1/v⟩,

where the average is over arriving molecules. Comparison with R = K A L n gives n = J⟨1/v⟩.

The average follows from the source. In a gas at temperature T, the density of molecules with speed v is proportional to v² exp(−av²), with a = m/(2kT). The number leaving through an opening per second carries one more factor v, because fast molecules reach the opening more often. Without collisions on the way, the speeds of arriving molecules are therefore distributed as v³ exp(−av²). The integrals from zero to infinity are

∫ v² exp(−av²) dv = √π/(4a^(3/2)),
∫ v³ exp(−av²) dv = 1/(2a²).

Their quotient is the required average:

⟨1/v⟩ = [√π/(4a^(3/2))] × 2a² = (√π/2) √a = √(πm/(8kT)) = 1/v̄.

Hence J = n v̄. Solving P = η n k Tg for n and multiplying by v̄ and ν gives the stated F, which completes the proof.

The speed v̄ is the mean speed of the gas inside the source. It is not the mean speed of the arriving molecules. That mean needs one further integral, ∫ v⁴ exp(−av²) dv = 3√π/(8a^(5/2)), and is

⟨v⟩ = [3√π/(8a^(5/2))] × 2a² = 3√π/(4√a).

Since v̄ = 2/√(πa), this equals (3π/8) v̄, about 18% more than v̄. Using it in J = n v̄ would overstate the flux by that fraction.

**Beam and isotropic gas**

The small-angle condition can be made quantitative. Let a uniform source disc have half-angle θ as seen from the gauge, and let n0 be the density inside the source. In collisionless flight the density in position and velocity is constant along each path. At the gauge, directions within the cone are therefore filled as they are in the source, and the others are empty. With α the angle from the axis, a fraction (1/2) sin α dα of an isotropic gas moves in the range dα, so

n = (n0/2) ∫₀^θ sin α dα = n0 (1 − cos θ)/2.

The flux through a surface facing the source carries the extra factor v̄ cos α:

J = (n0 v̄/2) ∫₀^θ sin α cos α dα = n0 v̄ sin²θ/4.

Since sin²θ = (1 − cos θ)(1 + cos θ), the quotient is

J/n = v̄ (1 + cos θ)/2.

For a source of radius 1 cm at 15 cm, J/n is 0.11% below v̄, which is negligible here. At θ = 90° the quotient is v̄/2. In an isotropic gas the opposite directions are filled too. They double the density but add nothing to the one-way flux, so J = n v̄/4.

This last result, with n = P/(kT), is the Hertz–Knudsen formula J = P/√(2πmkT). It belongs to an isotropic gas whose true pressure is P. If the gauge reading and the cell temperature are inserted for the indium beam, the formula gives 4.9 × 10¹³ cm⁻² s⁻¹. Its ratio to the beam result is

[P v̄/(4kT)] / [P v̄/(η k Tg)] = η Tg/(4T) = 2.0 × 300/(4 × 1100) = 0.136.

The formula thus gives a flux about seven times too small. The isotropic geometry lowers the result by a factor of 4, and using T instead of Tg to find the density lowers it by a further factor of 3.7. Leaving out the sensitivity raises it by a factor of 2.0, which offsets part of the error.

**When molecules come back**

Indium largely condenses on cool surfaces. A volatile group-V molecule may instead leave the surface again and pass through the gauge a second time. Suppose a surface behind the gauge receives the flux J and re-emits all of it diffusely at Tg, as the same species. Diffuse emission sends J cos β/π per unit area and solid angle at angle β from the normal. An element dS at distance r then contributes at the gauge a flux

J cos β dS/(πr²) = (J/π) dΩ,

where dΩ is the solid angle of the element as seen from the gauge. Multiplying by ⟨1/v⟩ = 1/v̄(Tg) turns flux into density. If the whole surface fills the solid angle Ω = 2πg, the added density is

2πg J/(π v̄(Tg)) = 2g J/v̄(Tg).

The direct beam has density J/v̄(T). As v̄ is proportional to the square root of temperature, the reading rises by the factor

1 + 2g √(T/Tg).

A disc of radius 1 cm placed 2 cm behind the gauge has g = 1 − 2/√5 = 0.106. For Y2 the factor is 1 + 2 × 0.106 × √(1200/300) = 1.42, and for X4 it is 1.30. Part of the reading is then not direct beam, so the inferred flux must be divided by this factor. The Y2/In ratio falls from 3.9 to 2.7, and the X4/In ratio from 0.91 to 0.70.

These values hold for a parallel beam, whose flux is the same at the surface as at the gauge. With the source 15 cm in front of the gauge, the beam has spread by the time it reaches the surface, and the flux there is only about (15/17)² = 0.78 of J. The added density shrinks by the same factor, and the two ratios become 2.9 and 0.74. These figures treat the gauge as a point; for a sensitive volume 2 cm long and 1 cm² in section, centred at the same place, they become about 2.8 and 0.72.

The opposite limit to the open gauge is a closed one, in which molecules enter through an opening small compared with the wall area, reach the wall temperature Tg and leave only through the same opening. In the steady state the inflow J equals the isotropic outflow n v̄(Tg)/4 per unit area, so n = 4J/v̄(Tg). Compared with the open gauge, the reading is larger by

4 v̄(T)/v̄(Tg) = 4 √(T/Tg),

which is 8.0 for Y2 and 5.7 for X4. If the gauge acted as closed for Y2 but open for condensing indium, equal readings would mean a Y2/In ratio of 0.48, and even the direction of the inequality would be reversed. The conversion therefore depends on the gauge's construction as well as on the beam.

**How firm the numbers are**

For an ideal open gauge without rebound, the sensitivities are the least certain inputs. If each may be wrong by 20%, the extreme cases multiply or divide a flux ratio by 1.2/0.8 = 1.5. The Y2/In ratio then lies between 2.6 and 5.8, still well above one. The X4/In ratio lies between 0.61 and 1.37, so the example does not establish which of those two beams carries more atoms. The 20% is an assumed figure; sensitivities quoted for real group-V tetramers differ from one another by more than this.

A small admixture of dimers in the tetramer beam matters less, provided the rough sensitivities are about right. If η were proportional to ν, the factor ν/η would be the same for dimers and tetramers of one element. At fixed source temperature only the speed would remain, and dimers would deliver √2 times as many atoms per unit reading. With the rough value η = 2.5 for a dimer X2 of mass 150 u at 600 K, against 4.0 for X4, the advantage is

√2 × (4.0/2.5) × (2/4) = 1.13.

The readings of the two species add. If 20% of the X atoms arrive as dimers, the reading per atom is 0.80 + 0.20/1.13 = 0.977 of that for pure X4. For these sensitivities the true atomic flux is thus 2.4% above the value inferred for pure X4. If each of the two sensitivities may be wrong by 20%, the advantage lies between 0.75 and 1.70 and the correction between −6% and +9%: still small, but of uncertain sign.

Collisions at the source would change the speed distribution. The density there is n0 = 4J/(v̄ sin²θ), and the mean free path is 1/(√2 s n0), where s is the molecular collision cross-section. With a rough s = 10⁻¹⁴ cm², the path is 7.3 cm for Y2, the shortest of the three. This is 3.6 times the 2 cm diameter of the opening, so the collisionless model is reasonable, though not perfect. For a smaller opening of radius b at the same distance and flux, n0 grows nearly as 1/b², and the ratio of free path to diameter falls in proportion to b. A narrow cracker nozzle can therefore break the assumption.

**Use in real growth**

The indium flux and the source temperatures are in the usual range for molecular-beam epitaxy of III–V semiconductors. Equal readings were chosen for comparison; in practice the group-V reading is often set well above the group-III reading. Real gauges have hot filaments, grids and housings, and surfaces that do not hold volatile molecules. With the source at 15 cm, full rebound from the surface treated here lowers the inferred group-V flux by about 19% for X4 and 25% for Y2, and a partly enclosed gauge can shift it much further. The absolute fluxes are therefore estimates.

A reading remains useful as a relative measure. For one species, one gauge position and an unchanged source temperature and molecular composition, flux is proportional to reading in this model. If the source temperature changes, the flux per unit reading changes as √T in an ideal open gauge; rebound or a partly enclosed gauge weakens this dependence. For absolute values, the indium reading can be calibrated against a growth rate measured with group-V atoms in excess and no appreciable loss of indium from the surface. A group-V calibration from growth gives the incorporated flux, which can be smaller than the arriving flux F because some molecules leave without reacting. If the gauge does not stand at the substrate position, the different distances and angles of the cells add a further geometric factor to the ratio.

Calculated quantities

```
Gauge reading, every beam: 5.0e-07 Torr
Gauge calibration temperature: 300 K
N2-equivalent density: 1.609e+10 cm^-3
In: mass 114.818 u, source 1100 K, eta 2.0, atoms/molecule 1
In: beam density 8.047e+09 cm^-3, mean speed 450.4 m/s
In: molecular flux 3.624e+14 cm^-2 s^-1
In: atomic flux 3.624e+14 cm^-2 s^-1
Y2: mass 60.000 u, source 1200 K, eta 1.5, atoms/molecule 2
Y2: beam density 1.073e+10 cm^-3, mean speed 650.7 m/s
Y2: molecular flux 6.982e+14 cm^-2 s^-1
Y2: atomic flux 1.396e+15 cm^-2 s^-1
X4: mass 300.000 u, source 600 K, eta 4.0, atoms/molecule 4
X4: beam density 4.024e+09 cm^-3, mean speed 205.8 m/s
X4: molecular flux 8.280e+13 cm^-2 s^-1
X4: atomic flux 3.312e+14 cm^-2 s^-1
Y2/In factors: speed 1.445, sensitivity 1.333, atoms 2
Y2/In atomic flux ratio at equal reading: 3.853
Y2 reading for the In atomic flux: 1.298e-07 Torr
X4/In factors: speed 0.457, sensitivity 0.500, atoms 4
X4/In atomic flux ratio at equal reading: 0.914
X4 reading for the In atomic flux: 5.472e-07 Torr
In flux from misapplied Hertz-Knudsen formula: 4.942e+13 cm^-2 s^-1
Hertz-Knudsen estimate / beam result: 0.136
Neglected effects:
Y2/In ratio, both eta uncertain by 20%: 2.57 to 5.78
Y2 reading raised by wall rebound: factor 1.422
Y2/In ratio corrected for rebound: 2.709
Y2 closed-gauge / open-gauge reading: 8.00
Y2/In ratio if Y2 or X4 gauge acts closed: 0.482
X4/In ratio, both eta uncertain by 20%: 0.61 to 1.37
X4 reading raised by wall rebound: factor 1.299
X4/In ratio corrected for rebound: 0.704
X4 closed-gauge / open-gauge reading: 5.66
X4/In ratio if Y2 or X4 gauge acts closed: 0.162
Wall disc: radius 1 cm, distance 2 cm, g = 0.1056
X2: mass 150 u, source 600 K, eta 2.5
X2/X4 atomic flux ratio at equal reading: 1.131
X flux change, 20% of atoms in X2: 2.38 %
Source: radius 1 cm, distance 15 cm
Finite-angle reduction of J/n: 0.111 %
Rough molecular collision cross-section: 1.0e-14 cm^2
In: source mean free path 9.7 cm, Knudsen number 4.9
Y2: source mean free path 7.3 cm, Knudsen number 3.6
X4: source mean free path 19.4 cm, Knudsen number 9.7
Largest signal loss by ionisation depletion: 0.039 %
Electron speed at 150 eV: 7.26e+06 m/s
```
